# Free-free dipole integrals by exterior rotation, off and on the energy shell

A free-free calculation by exterior complex rotation asks its user to choose a form of the dipole operator, a radius $R$ at which real-axis integration hands over to a complex contour, and a rotation angle $\theta$. It also needs a rule for the case that the two continuum energies coincide, which occurs when a matrix element is integrated over a range of intermediate energies that contains the energy of the other state. For unequal energies a correctly split contour gives a length integral that is independent of $R$ and $\theta$ and tied to the acceleration integral by an identity. For equal energies the length integral has no value, a quadrature across that point meets a double pole, and regularising the pole on the real axis alone still misses finite terms supported at that point.

## Model and definitions

Hartree atomic units are used. One spinless nonrelativistic electron moves in a local central potential $V(r)$, with $rV$ analytic at the origin and $V=-Z/r$ to working precision for $r\ge R$. Channel 1 has $(k_1,l)$, channel 2 has $(k_2,l+1)$, and $\Lambda=l+1$. Define $q=k_1-k_2$, $\omega=(k_1^2-k_2^2)/2$, $\eta_j=-Z/k_j$ and $\nu=\eta_1-\eta_2=Zq/(k_1k_2)$. The regular solutions obey $u_j''=Q_ju_j$ with

$$Q_1=\frac{\Lambda(\Lambda-1)}{r^2}+2V-k_1^2,\qquad Q_2=\frac{\Lambda(\Lambda+1)}{r^2}+2V-k_2^2 .$$

They are positive near $r=0$ and have asymptotic amplitude $\sqrt{2/\pi k}$. This is energy normalisation, because unit-amplitude sine waves have overlap $(\pi/2)\delta(k-k')$ and $\delta(k-k')/k=\delta(E-E')$. The integrand $u_1ru_2$ oscillates with growing amplitude, so the length integral needs a definition. The Abel limit is taken:

$$R_L=\lim_{\epsilon\to0^+}\int_0^\infty u_1\,r\,u_2\,e^{-\epsilon r}dr,\qquad A=\int_0^\infty u_1V'u_2\,dr .$$

The acceleration integral $A$ converges absolutely, since $V'=Z/r^2$ outside $R$.

## The gauge setting

Let $W=u_1u_2'-u_1'u_2$. The radial equations give $W'=(Q_2-Q_1)u_1u_2=(2\Lambda/r^2+2\omega)u_1u_2$. Writing $W=2u_1u_2'-(u_1u_2)'$ inside $(rW)'=W+rW'$ yields

$$\omega\,r\,u_1u_2=-u_1v+\tfrac12(rW+u_1u_2)',\qquad v=u_2'+\Lambda u_2/r .$$

Differentiating $v$ twice and using $u_2''=Q_2u_2$ gives $v''=\tilde Qu_2'+(Q_2'+\Lambda Q_2/r+2\Lambda/r^3)u_2$ with $\tilde Q=Q_2-2\Lambda/r^2$. Subtract $\tilde Qv=\tilde Qu_2'+(\Lambda Q_2/r-2\Lambda^2/r^3)u_2$. The $r^{-3}$ terms cancel against the centrifugal part $-2\Lambda(\Lambda+1)/r^3$ of $Q_2'$, which leaves $v''-\tilde Qv=2V'u_2$. Since $Q_1=\tilde Q-2\omega$, the Wronskian $\tilde W=u_1v'-u_1'v$ obeys $\tilde W'=2V'u_1u_2+2\omega u_1v$. Eliminating $u_1v$,

$$\omega^2r\,u_1u_2=V'u_1u_2+Y',\qquad Y=\tfrac12\omega(rW+u_1u_2)-\tfrac12\tilde W .$$

$Y$ vanishes at $r=0$, where $u_1$ and $v$ both start as $r^\Lambda$. Partial integration turns $\int Y'e^{-\epsilon r}dr$ into $\epsilon\int Ye^{-\epsilon r}dr$. For $q\ne0$, $Y$ consists of oscillations of wavenumber $q$ and $k_1+k_2$ that grow at most like $r$, so its Abel integral is finite (the contour below shows this) and the factor $\epsilon$ removes it. Hence $\omega^2R_L=A$ for $q\neq0$.

The derivation used the same local $V$ in both channels and its full derivative. A nonlocal exchange term adds terms to the radial equations, and different potentials for the two states add $2(V_2-V_1)$ to $Q_2-Q_1$ and to $\tilde Q-Q_1$, hence extra terms to $W'$ and $\tilde W'$; in either case the identity no longer follows. Agreement of the two forms checks the numerics and says nothing about the quality of $V$.

## Interior and the matching radius

With $rV=\sum_jw_jr^j$ and $u=r^{l+1}\sum_nf_nr^n$, the coefficient of $r^{n+l-1}$ in the radial equation reads $n(n+2l+1)f_n=2\sum_{j<n}w_jf_{n-1-j}-k^2f_{n-2}$. This series starts an outward integration to $R$.

Outside $R$, put $u=e^{i\vartheta}g$ with $\vartheta=kr-\eta\ln r$ into $u''=[l(l+1)/r^2+2\eta k/r-k^2]u$. The terms $k^2$ and $2\eta k/r$ cancel against $\vartheta'^2$, leaving $g''+2i(k-\eta/r)g'+[i\eta-\eta^2-l(l+1)]g/r^2=0$. For $g=\sum g_nr^{-n}$ with $g_0=1$, the power $r^{-n-2}$ gives $2ik(n+1)g_{n+1}=[(n+i\eta)^2+(n+i\eta)-l(l+1)]g_n$, that is

$$g_{n+1}=\frac{(n+l+1+i\eta)(n-l+i\eta)}{2ik(n+1)}\,g_n .$$

The outgoing Coulomb wave is $H^+=G+iF=e^{i\phi_0}e^{i\vartheta}g$ with $\phi_0=\sigma_l-l\pi/2-\eta\ln2k$; the value $\sigma_l=\arg\Gamma(l+1+i\eta)$ is derived in the last section. Its Wronskian, evaluated at infinity, is $F'G-FG'=k$. Writing the computed solution as $aF+bG$ gives $a=(u'G-uG')/k$ and $b=(uF'-u'F)/k$. Then $e^{i\delta}=(a+ib)/|a+ib|$, and rescaling by $\sqrt{2/\pi k}/|a+ib|$ gives $u=\sqrt{2/\pi k}\,\mathrm{Im}[e^{i\phi}e^{i\vartheta}g]$ with $\phi=\phi_0+\delta$.

Two conditions fix $R$. The short-range potential must be negligible there. The series is asymptotic: successive terms have ratio near $n/(2k|z|)$ at large $n$, so the smallest term lies near $n=2k|z|$ and, by Stirling's formula for $\Gamma(n)/n^n$, scales as $(k|z|)^{-1/2}e^{-2k|z|}$ times a factor that depends on $\eta$ and $l$. For this second condition the slower electron is the stricter one, and near threshold the required $R$ stays above a bound that grows as $1/k^2$ when $Z\ne0$: the ratio of successive terms is about $(n^2+\eta^2)/(2nkR)\ge|\eta|/(kR)$, so for $|\eta|\gg1$ the terms can decrease only if $R$ exceeds about $Z/k^2$. This bound is not sufficient in fixed precision: the first terms behave as $(\eta^2/2kR)^n/n!$ and grow to roughly $e^{\eta^2/2kR}$ before they fall, so limiting the digits lost to cancellation requires $R\propto Z^2/k^3$ close enough to threshold. The truncated series was tested against the integral representation of $g$ above and below the real axis, and against $F$ and $G$ on it.

## Splitting and rotating

Each $u$ contains $e^{ikz}$ and $e^{-ikz}$, so $u_1u_2$ grows in both half planes and cannot be rotated as a whole. The identity $\mathrm{Im}\,a\,\mathrm{Im}\,b=\tfrac12\mathrm{Re}(a\bar b-ab)$ splits it on the real axis:

$$u_1u_2=P\,\mathrm{Re}\big[e^{i\Phi}e^{iqz}z^{-i\nu}g_1\bar g_2-e^{i(\phi_1+\phi_2)}e^{i(k_1+k_2)z}z^{-i(\eta_1+\eta_2)}g_1g_2\big].$$

Here $P=1/(\pi\sqrt{k_1k_2})$, $\Phi=\phi_1-\phi_2$, and $\bar g(z)=\sum\bar g_nz^{-n}$ continues the complex conjugate analytically. The real part is taken after integration, and each term is analytic for $\mathrm{Re}\,z>0$, since the exterior equation is singular at finite $z$ only at the origin.

Take a term with wavenumber $K>0$ and close the contour by an arc $z=R+Xe^{i\chi}$, $0\le\chi\le\theta\le\pi/2$. On the arc $|e^{iKz-\epsilon z}|\le e^{-X(\epsilon\cos\chi+K\sin\chi)}\le e^{-X\min(\epsilon,K)}$, because $\cos\chi+\sin\chi\ge1$. The remaining factors grow at most like $X$, so the arc vanishes as $X\to\infty$. On the ray $z=R+se^{i\theta}$ the integrand is bounded by $|z|e^{-Ks\sin\theta}$ times a constant for every $\epsilon\ge0$, so $\epsilon\to0$ passes under the integral. For $K<0$ the mirror argument sends the ray downward. The sum term rotates up, the difference term rotates toward $\mathrm{sgn}\,q$, and $R_L$ is the interior integral plus two ray integrals. Cauchy's theorem makes the total independent of $R$ and of $\theta\in(0,\pi/2]$.

Three settings follow. The angle $\theta=\pi/2$ gives the fastest decay and removes the oscillation of $e^{iKz}$; larger angles bring the ray closer to the origin than $R$, where the series is worse. The difference ray extends over many lengths $1/|q|$. When $|q|$ is much smaller than $k_1$ and $k_2$, $e^{ik_1z}$ and $e^{-ik_2z}$ separately underflow and overflow, so $e^{iqz}z^{-i\nu}$ must be formed as a single exponential. The integrand has the two scales $|z|$ and $1/|K|$. Gauss-Legendre panels that grow in proportion to $R+s$ until they reach a few times $1/|K|$ need a number of panels that grows as $\ln(1/|q|R)$.

## Worked example off the shell

The model ion has round parameters, $V=-(Z+Ne^{-r/a})/r$ with $Z=1$, $N=2$, $a=0.5$ bohr. It omits exchange, polarisation, spin, relativity and retardation, so the digits quoted measure numerical agreement and not physical accuracy. An s wave at $k_1=1$ couples to a p wave at $k_2=0.8$ bohr$^{-1}$, with $\omega=(1-0.64)/2=0.18$ hartree (4.898 eV) and $\nu=0.2/0.8=0.25$. All values are in the numerical output below. With $R=40$ bohr,

$$R_L=-56.31973+68.77820-3.04820=9.41027\ \text{bohr/hartree}.$$

The interior piece alone has the wrong sign. At $R=60$ it becomes $116.43741$, while the total stays at $9.41026882$, as it does for $\theta=\pi/4$. A smooth erfc window on the real axis gives the same nine digits. The damped integral at $\epsilon=0.005$ is $9.30751$, which is 1.1% below $R_L$; polynomial extrapolation to $\epsilon=0$ gives $9.410276$, which is $7\times10^{-6}$ above it. The gauge test is $0.0324\times9.41026882=0.30489271$ bohr$^{-1}$, equal to $A$. Replacing $V'$ by $Z/r^2$ everywhere gives $-0.01959$: in this model the screened core supplies the matrix element in the acceleration form, although the pieces of the length form are dominated by large $r$.

## The approach to the energy shell

As $q\to0$ the interior and the sum ray stay smooth, and the singularity sits in the difference ray. Write $g_1\bar g_2=1+c_1/r+c_2/r^2+O(r^{-3})$. After multiplication by $r$ the remainder is $O(r^{-2})$, absolutely integrable uniformly in $q$, and so continuous at $q=0$. For the three leading terms use

$$\int_R^\infty r^{s-1}e^{-(\epsilon-iq)r}dr=\Gamma(s)(\epsilon-iq)^{-s}-\int_0^Rr^{s-1}e^{-(\epsilon-iq)r}dr ,$$

with $s=2-i\nu,\ 1-i\nu,\ -i\nu$. For the first two the finite integral is smooth in $q$. For the third, continued in $s$, it equals $R^s/s$ plus a smooth part, and $-R^{-i\nu}/(-i\nu)=1/(i\nu)-\ln R+O(\nu)$, so $1/(i\nu)$ is kept with the Gamma function to cancel its pole. With $L=\ln(0^+-iq)=\ln|q|-i(\pi/2)\,\mathrm{sgn}\,q$, $(-iq)^{-2}=-q^{-2}$ and $(-iq)^{-1}=i/q$, the singular part is

$$S=P\,\mathrm{Re}\,e^{i\Phi}\Big\{\Big[-\frac{\Gamma(2-i\nu)}{q^2}+\frac{ic_1\Gamma(1-i\nu)}{q}\Big]e^{i\nu L}+c_2\Big[\Gamma(-i\nu)e^{i\nu L}+\frac1{i\nu}\Big]\Big\},$$

and $B=R_L-S$ is continuous at $q=0$.

Fix $k_2=k$. At $q=0$, $\Phi=\pi/2+\Delta$ with $\Delta=\delta_l+\sigma_l-\delta_{l+1}-\sigma_{l+1}$, so $-e^{i\Phi}=-ie^{i\Delta}=\sin\Delta-i\cos\Delta$. Multiply $S$ by $\omega^2=k^2q^2(1+O(q))$ and expand $e^{i\nu L}=1+i\nu\ln|q|+(\pi/2)\nu\,\mathrm{sgn}\,q+\dots$ with $\nu\simeq Zq/k^2$. The real part of $(\sin\Delta-i\cos\Delta)\,i$ is $\cos\Delta$. The prefactor is $k^2P\to k/\pi$, and all analytic first-order corrections collect in a constant $a_1$:

$$A=\frac k\pi\sin\Delta+\frac{Z\cos\Delta}{\pi k}\,q\ln|q|+\frac{Z\sin\Delta}{2k}|q|+a_1q+O(q^2\ln^2|q|).$$

The constant term also follows without the contour. At $\omega=0$ the gauge identity gives $A=\tfrac12\tilde W(\infty)$. If $u_1\to n\sin\beta_1$ with $n^2=2/\pi k$, then $u_2\to-n\cos(\beta_1-\Delta)$ and $v\to nk\sin(\beta_1-\Delta)$, so $\tilde W\to n^2k^2\sin\Delta$ and $A=(k/\pi)\sin\Delta$. The on-shell acceleration integral is fixed by the scattering phases. The nonanalytic terms are proportional to $Z$: they come from the $1/r^2$ tail of the force and are absent when the potential vanishes beyond $R$.

At $k=1$, $\sigma_0-\sigma_1=-\arg(1-i)=\pi/4$ and $\Delta=1.221647-0.302686+0.785398=1.704359$. The formula and the quadrature both give $A=0.315474935$. From the values at $q=\pm10^{-4}$, the even part is $(0.315544067+0.315504606-2\times0.315474935)/(2\times10^{-4})=0.4940$, and the pair at $\pm10^{-3}$ gives $0.4866$. The test at still smaller $|q|$ gives $0.49531$ against the predicted $0.49555$. The odd part $[A(q)-A(-q)]/2q$ is $0.10014$ at $10^{-3}$ and $0.19731$ at $10^{-4}$, a slope of $-0.0422$ per unit of $\ln q$ against the predicted $-0.04239$. So $A$ is continuous, but its slope diverges logarithmically at $q=0$ and the $|q|$ term makes the slopes at $+q$ and $-q$ differ by a finite amount, and polynomial interpolation through $q=0$ converges slowly when $Z\ne0$.

Over the same range $R_L$ rises from $3.16\times10^5$ to $3.16\times10^7$, while $B$ stays near $0.24$. The gap $B(-q)-B(q)$ falls from $0.0132$ to $0.0017$. Extracting $B$ at $|q|=10^{-4}$ cancels eight digits, which sets the precision required of the ray quadrature.

## The on-shell rule

For a smooth real weight $w(q)$, localised in $k_1$, the packet $\chi=\int w\,u_1\,dk_1$ decays rapidly in $r$ and $\int\chi\,r\,u_2\,dr$ converges absolutely. It therefore equals the limit $\epsilon\to0$ of $\int w\,R_L^{\epsilon}\,dq$, which fixes $R_L$ as a distribution. Keeping $\epsilon$ in the formula above means $\epsilon-iq=-i(q+i\epsilon)$, so the poles become $(q+i0)^{-n}$. Expand the smooth factors of $S$ to first order in $q$: $P\simeq(1-q/2k)/\pi k$, $e^{i\Phi}\simeq e^{i\Phi(0)}(1+i\Phi'q)$ with $\Phi'=\partial\Phi/\partial k_1$, $\Gamma(2-i\nu)\simeq1-i\nu\psi(2)$, and $e^{i\nu L}\simeq1+i\nu L$. Each factor $q$ lowers the pole, because $q(q+i\epsilon)^{-2}=(q+i\epsilon)^{-1}-i\epsilon(q+i\epsilon)^{-2}$ and the last term is $\epsilon$ times a distribution with a finite limit, with or without $L$. Second-order terms are at worst $\ln^2|q|$. Thus

$$R_L=\mathrm{Re}\Big[\frac{\alpha}{(q+i0)^2}+\frac{\beta+\gamma L}{q+i0}\Big]+\text{integrable},$$

$$\alpha=\frac{\sin\Delta-i\cos\Delta}{\pi k},\quad\gamma=\frac{iZ\alpha}{k^2},\quad\beta=\alpha\Big[-\frac1{2k}+i\Phi'-\frac{iZ\psi(2)}{k^2}-ic_1\Big].$$

The last term of $\beta$ uses $Pe^{i\Phi}ic_1=-ic_1\alpha$ at $q=0$. Differentiating $(q+i0)^{-1}=\mathrm{P}\,q^{-1}-i\pi\delta$ gives $(q+i0)^{-2}=\mathrm{Pf}\,q^{-2}+i\pi\delta'$, where Pf is the Hadamard finite part. The weight of $\delta'(q)$ is $-\pi\,\mathrm{Im}\,\alpha=\cos\Delta/k$, and the $\beta$ term adds $\delta(q)$ with weight $\pi\,\mathrm{Im}\,\beta$. For $Z\ne0$ the $\gamma$ term contains $(\pi/2)\,\mathrm{Im}\,\gamma/|q|=Z\sin\Delta/(2k^3|q|)$, which is even in $q$ and has no principal value, so it too is defined only through the $+i0$. Values of $A/\omega^2$ at $q\neq0$ carry no term supported at $q=0$, so switching to the acceleration form does not supply it.

The free electron is the extreme case. There $\Delta=0$, $\Phi'=0$ and $c_1=[-\Lambda(\Lambda-1)+\Lambda(\Lambda+1)]/2ik=-i\Lambda/k$, so $\alpha=-i/\pi k$ and $\beta=i(\Lambda+\tfrac12)/\pi k^2$ are imaginary. The principal-value parts vanish, as $A=0$ requires, and $R_L=\delta'(q)/k+(\Lambda+\tfrac12)\delta(q)/k^2$ lives on the shell.

The rule for $\int wR_L\,dq$ has two parts. Subtract the pole terms and integrate the remainder on real panels graded toward $q=0$ from both sides. Integrate the pole terms separately: they are boundary values of functions analytic above the axis, with $L=\ln(-iq)$, so for a $w$ that is real on the axis and analytic between the axis and the shifted path, the path moves above $q=0$ and the real part is taken at the end. A complex weight, such as one with an energy denominator carrying its own $i0$, is not covered by this form of the rule.

For the model at $k=1$, $c_1=-1-i$, $\Phi'=0.258772$ and $\psi(2)=0.422784$. The bracket is $-0.5-1+i(0.258772-0.422784+1)=-1.5+0.835988i$, and multiplication by $\alpha=0.315475+0.042388i$ gives $\beta=-0.508648+0.200151i$. Take a Gaussian $w$ of unit height, centre $0.02$ and width $0.04$ bohr$^{-1}$, so that $w'(0)=12.5\,e^{-1/8}=11.0312$. With $\cos\Delta=-0.133166$ the $\delta'$ term is $-w'(0)\cos\Delta/k=1.46898$. The finite part, the $\delta'$, $\beta$ and $\gamma$ terms and the remainder add to

$$-15.21908+1.46898-0.03203-2.46415-0.30913=-16.55541\ \text{hartree}^{-1},$$

and the direct packet integral gives $-16.55541$. Dropping the $\delta'$ term changes the total by 8.9% of its magnitude even though $|\cos\Delta|$ is small here, and the Coulomb $\gamma$ term is 15% of it.

## A closed-form benchmark

For $V=-Z/r$ everywhere, $v''-\tilde Qv=2Zu_2/r^2$ and $u_2''-\tilde Qu_2=2\Lambda u_2/r^2$, so $y=v-(Z/\Lambda)u_2$ solves the $l$ equation at $k_2$. It is regular and positive near 0, and its amplitude relative to $u_2$ is $s=\sqrt{k^2+Z^2/\Lambda^2}$. With $T=\Lambda/r-Z/\Lambda$ this reads $(\partial_r+T)u_{l+1}=su_l$. Since $(-\partial_r+T)(\partial_r+T)=-\partial_r^2+T^2-T'$ returns $s^2$ on $u_{l+1}$, also $(-\partial_r+T)u_l=su_{l+1}$. On the shell, $y\to n[k\sin(\beta_1-\Delta)+(Z/\Lambda)\cos(\beta_1-\Delta)]=ns\sin\beta_1$ requires $\sin\Delta=Z/\Lambda s$, so $A=Z/(\pi\sqrt{\Lambda^2+\eta^2})$, which is $1/(\pi\sqrt2)=0.225079$ at $k=1$, $l=0$.

Off the shell, let $x=\int u_{1,l}u_{2,l+1}$, $x'=\int u_{2,l}u_{1,l+1}$ and $M_l=\int u_{1,l}u_{2,l}\,dr/r$. In the Abel sense total derivatives and equal-$l$ overlaps vanish for $q\neq0$, by the argument used for $Y$. The raising relation then gives $s_2x+s_1x'=2\Lambda M_l$ and the lowering relation $s_1x+s_2x'=2\Lambda M_{l+1}$. Eliminating $x'$ with $s_2^2-s_1^2=-2\omega$ gives $x=-\Lambda(s_2M_l-s_1M_{l+1})/\omega$. Since $\omega R_L=-\int u_1v=-(Z/\Lambda)x$,

$$A=Z\,(s_2M_l-s_1M_{l+1}).$$

Substituting $F=C(kr)^{l+1}e^{ikr}M$ into the radial equation gives Kummer's equation, so $M=M(a,c,pr)$ with $a=l+1+i\eta$, $c=2l+2$, $p=-2ik$. Write $M(a,c,pr)=\langle e^{prt}\rangle_a$, the average with Euler weight $t^{a-1}(1-t)^{c-a-1}\Gamma(c)/[\Gamma(a)\Gamma(\bar a)]$ on $[0,1]$. At large $r$ the endpoint $t=0$ contributes $\Gamma(c)(2ikr)^{-a}/\Gamma(\bar a)$. Equating this part of $F$ to $H^+/2i$ gives $C=2^le^{-\pi\eta/2}|\Gamma(a)|/\Gamma(c)$ from the modulus and $\sigma_l=\arg\Gamma(a)$ from the phase.

In $M_l$ the $r$ integral yields $\Gamma(c)(\lambda-p_1t_1-p_2t_2)^{-c}$ with $\lambda=\epsilon-i(k_1+k_2)$. With $X=\lambda-p_1t_1$, the binomial series and $\langle t^n\rangle_a=(a)_n/(c)_n$ give the $t_2$ average $X^{a_2-c}(X-p_2)^{-a_2}$. Substitute $t_1=\lambda\tau/D$, with $D=\mu_1+p_1\tau$ and $\mu_j=\lambda-p_j$. Then $1-t_1=\mu_1(1-\tau)/D$, $dt_1=\lambda\mu_1d\tau/D^2$, $X=\lambda\mu_1/D$ and $X-p_2=\mu_1\mu_2(1-\zeta\tau)/D$ with $\zeta=p_1p_2/\mu_1\mu_2$. The powers of $D$ sum to zero, and $\langle(1-\zeta\tau)^{-a_2}\rangle_{a_1}$ is the hypergeometric function. This is Gordon's integral:

$$M_l=\frac{2C_1C_2(k_1k_2)^{l+1/2}}{\pi}\,\Gamma(c)\,\lambda^{a_1+a_2-c}\mu_1^{-a_1}\mu_2^{-a_2}\,{}_2F_1(a_1,a_2;c;\zeta).$$

The steps hold for large $\epsilon$ and continue to $\epsilon\to0^+$ on principal branches, because $\lambda$, $\mu_1=\epsilon+iq$ and $\mu_2=\epsilon-iq$ stay in the right half plane and $\zeta=-4k_1k_2/(\epsilon^2+q^2)$ stays negative. For $N=0$ and the wavenumbers of the example, the closed form and the rotated contour both give $R_L=5.31186469$ bohr/hartree. This case checks normalisation, the Coulomb phases and ray directions together, and it can be run before any short-range potential is switched on. The shift $\delta$ is zero here, so its sign convention is left untested.

## Values computed for the example and the checks

```
model: Z = 1, N = 2, a = 0.5 bohr, R = 40 bohr; l = 0 and 1
k1 = 1, k2 = 0.8 1/bohr
omega = 0.18 hartree
omega = 4.89804952 eV
delta_0(k1) = 1.22164654 rad
delta_1(k2) = 0.286770741 rad
Phi = phi1-phi2 = 3.55486339 rad
nu = 0.25 
interior R=40 = -56.3197286 bohr/hartree
difference ray = 68.7781984 bohr/hartree
sum ray = -3.04820103 bohr/hartree
R_L = 9.41026882 bohr/hartree
interior R=60 = 116.437407 bohr/hartree
R_L, R=60 = 9.41026882 bohr/hartree
R_L, theta=pi/4 = 9.41026882 bohr/hartree
R_L, real-axis window = 9.41026882 bohr/hartree
Abel eps=0.005 = 9.30751499 bohr/hartree
Abel extrapolated = 9.41027591 bohr/hartree
omega^2 R_L = 0.30489271 1/bohr
A = 0.30489271 1/bohr
A, real-axis window = 0.30489271 1/bohr
A with Z/r^2 only = -0.0195850266 1/bohr
Coulomb N=0: R_L = 5.31186469 bohr/hartree
Coulomb N=0: closed A/omega^2 = 5.31186469 bohr/hartree
Coulomb N=0: on-shell A, k=1 = 0.225079079 1/bohr
delta_1(k=1) = 0.302685553 rad
Delta(k=1) = 1.70435915 rad
A on shell, quadrature = 0.315474935 1/bohr
(k/pi) sin Delta = 0.315474935 1/bohr
|q| coefficient: numeric = 0.495313683 
|q| coefficient: formula = 0.495546869 
q ln|q| coefficient: numeric = -0.0423630242 
q ln|q| coefficient: formula = -0.0423880766 
q = +1e-03: R_L = 315745.81, B = 0.229769 bohr/hartree; A = 0.316061635 1/bohr
q = -1e-03: R_L = 316177.453, B = 0.242950 bohr/hartree; A = 0.315861354 1/bohr
q = +1e-04: R_L = 31551251.5, B = 0.236428 bohr/hartree; A = 0.315544067 1/bohr
q = -1e-04: R_L = 31553615.9, B = 0.238157 bohr/hartree; A = 0.315504606 1/bohr
packet: q0 = 0.02, width = 0.04 1/bohr
dPhi/dk1 = 0.258772374 bohr
c1 = -1.0000000 -1.0000000 i a.u.
c2 = 1.5000000 +1.5000000 i a.u.
alpha = 0.3154749 +0.0423881 i a.u.
beta = -0.5086483 +0.2001512 i a.u.
gamma = -0.0423881 +0.3154749 i a.u.
finite part = -15.21908 1/hartree
delta' term = 1.46898 1/hartree
beta term = -0.03203 1/hartree
gamma term = -2.46415 1/hartree
remainder = -0.30913 1/hartree
rule, total = -16.55541 1/hartree
packet, direct = -16.55541 1/hartree
```
